# Line strengths of singlet Σ–Σ and Π–Σ bands in diatomic molecules, part 2

We seek the strength $S$ of one rotational line of a diatomic molecule from a computed transition dipole. The first decision is whether the Π–Σ rotational factors add up to $2J+1$ or $2(2J+1)$ for a given definition of the moment.

Atomic units are used; states are singlets without spin-orbit coupling. A single prime marks the upper level, a double prime or none the lower; $J\equiv J''$, $\lambda=J(J+1)$. P, Q, R have $J'=J-1,\ J,\ J+1$. $X,Y,Z$ are space axes, $M$ the projection of $\mathbf J$ on $Z$. The molecular axis is $\mathbf n=(\theta,\phi)$, with body axes $x,y,z$ and $z$ along $\mathbf n$; $\Lambda$ is the electronic angular momentum about it. Σ$^\pm$ is even/odd under reflections containing the axis; the Π pair $|x\rangle,|y\rangle$ transforms like $(x,y)$. For dipole $\boldsymbol\mu$ and bond length $R$, the nonzero elements are

$$\mu_\parallel(R)=\langle\Sigma'|\mu_z|\Sigma''\rangle$$

$$\mu_\perp(R)=\langle x|\mu_x|\Sigma^+\rangle=\langle y|\mu_y|\Sigma^+\rangle$$

With $\mu_e$ either moment, $S=\mathcal M^2\,S_J$, where $\mathcal M$ is the integral of $\mu_e$ between the radial functions and $S_J$ the squared angular integral summed over $M$, $M'$ and polarization. The emission rate is $A=\frac{4\alpha^3\omega^3}{3}\,\frac{S}{2J'+1}$, with $\omega$ the transition frequency and $\alpha$ the fine-structure constant.

The first derivation uses Condon-Shortley phases, $D^J_{MK}(\phi,\theta,0)=\langle JM|U|JK\rangle$ with $U=e^{-i\phi J_Z}e^{-i\theta J_Y}$, and

$$|\pm1\rangle=\mp\frac{|x\rangle\pm i|y\rangle}{\sqrt2}.$$

$|Z,\Lambda\rangle$ has the axis along $Z$; $|JM\Lambda\rangle$ is a rotational multiplet built on $\Lambda$. With $p,k$ the space- and body-fixed dipole components, $k=\Lambda'-\Lambda''$, the amplitude is

$$a=\sqrt{\frac{2J+1}{2J'+1}}\;\langle JM\,1p|J'M'\rangle\,\langle J\Lambda''\,1k|J'\Lambda'\rangle .$$

This omits the electronic element, which is $\mu_\perp$ for both $\Lambda'=\pm1$. Summing gives

$$s\equiv\sum_{M'Mp}a^2=(2J+1)\,w_{J'},\qquad w_{J'}=\langle J\Lambda''\,1k|J'\Lambda'\rangle^2 .$$

For $k=0$:

$$s_{\rm P}=J,\qquad s_{\rm Q}=0,\qquad s_{\rm R}=J+1 .$$

For $k=\pm1$:

$$s_{\rm P}=\frac{J-1}{2},\qquad s_{\rm Q}=\frac{2J+1}{2},\qquad s_{\rm R}=\frac{J+2}{2}.$$

**Parity.** A Σ state has one level for each $J$, so the $k=0$ factors are final. The states $|J'M',\pm1\rangle$ of a Π state are not eigenstates of the inversion $E^*$ of all particles, and the levels that a spectrum resolves are. Two facts about the rotation $U_\pi=e^{-i\pi J_Y}$ are needed. It reverses $J_X$ and $J_Z$ and keeps $J_Y$, so $U_\pi J_+U_\pi^\dagger=-J_-$ and $U_\pi|jm\rangle=c_m|j,-m\rangle$. Applying $U_\pi J_+=-J_-U_\pi$ to $|jm\rangle$, both sides carry the same ladder factor $\sqrt{j(j+1)-m(m+1)}$, so $c_{m+1}=-c_m$. For integer $j$, $c_0=D^j_{00}(0,\pi,0)=P_j(-1)=(-1)^j$, because $D^j_{00}$ is proportional to $Y_{j0}$ and equals one at $\theta=0$. Thus $c_m=(-1)^{j-m}$.

The inversion is the product of $U_\pi$, which maps $(X,Y,Z)\to(-X,Y,-Z)$, and the reflection $\sigma$, $Y\to-Y$. The reflection leaves nuclei on the $Z$ axis in place and sends $|y\rangle\to-|y\rangle$, so $\sigma|\pm1\rangle=\mp(|x\rangle\mp i|y\rangle)/\sqrt2=-|\mp1\rangle$. Since $E^*$ commutes with rotations, $E^*|JM\Lambda\rangle$ is again a multiplet with the same $J$ and $M$, and a multiplet is fixed by its amplitudes on $|Z,\Lambda'\rangle$. With $\langle Z,\Lambda'|JK\Lambda\rangle=\mathcal N\delta_{\Lambda'\Lambda}\delta_{K\Lambda}$ and $\Lambda=\pm1$,

$$\langle Z,\Lambda'|\sigma U_\pi|JK\Lambda\rangle=(-1)^{J-K}\,(-1)\,\langle Z,-\Lambda'|J,-K,\Lambda\rangle=(-1)^{J-K+1}\mathcal N\,\delta_{\Lambda',-\Lambda}\,\delta_{K,-\Lambda}.$$

Here $K=\mp1$ is odd, the sign is $(-1)^J$, and $E^*|JM\Lambda\rangle=(-1)^J|JM,-\Lambda\rangle$. The combination $(|{+1}\rangle+|{-1}\rangle)/\sqrt2$ has parity $(-1)^J$ and is called an e level; $(|{+1}\rangle-|{-1}\rangle)/\sqrt2$ has parity $(-1)^{J+1}$ and is an f level. The same calculation with $K=0$ and $\sigma=\pm1$ gives parity $\pm(-1)^J$ for Σ$^\pm$: all Σ⁺ levels are e and all Σ⁻ levels are f.

The amplitudes $a_\pm$ to the two signed states differ only in the second Clebsch-Gordan coefficient, the electronic elements being equal. Inserting $U_\pi^\dagger U_\pi$ into the coefficient,

$$\langle J0\,11|J'1\rangle=(-1)^{J}(-1)^{1-1}(-1)^{J'-1}\langle J0\,1,-1|J',-1\rangle,$$

so $a_-=(-1)^{J+J'+1}a_+$. For P and R, $J+J'+1$ is even: the amplitude to the e level is $(a_++a_+)/\sqrt2=\sqrt2\,a_+$ and that to the f level is zero. For Q it is odd and the roles are exchanged. The surviving line has $S_J=2s$. With $\mu_e=\mu_\parallel$ or $\mu_\perp$,

$$\Sigma\text{–}\Sigma:\quad S_{\rm P}=J,\quad S_{\rm Q}=0,\quad S_{\rm R}=J+1;$$

$$\Pi\leftarrow\Sigma^+:\quad S_{\rm P}=J-1\ (\text{e}),\quad S_{\rm Q}=2J+1\ (\text{f}),\quad S_{\rm R}=J+2\ (\text{e}),$$

with Q of the Π–Σ band present for $J\ge1$ and P for $J\ge2$ only. The assignments agree with the change of parity that the odd operator $\boldsymbol\mu$ requires: from parity $(-1)^J$, an upper level with $J'=J\pm1$ and parity $(-1)^{J+1}=(-1)^{J'}$ is e, and one with $J'=J$ is f.

**Sum rule.** The weights are probabilities, $\sum_{J'}w_{J'}=1$, so $\sum_{J'}s=2J+1$ for each signed final state. A lower Σ level reaches one such state if the upper state is Σ and two if it is Π:

$$\sum_{J'}S_J=(2-\delta_{0\Lambda'})(2J+1).$$

The closed forms show it directly: $J+(J+1)$ and $(J-1)+(2J+1)+(J+2)=4J+2$. For $J=0$ the Π sum consists of R(0) alone, with $S_{\rm R}=2$.

## Second derivation: vector fields on the sphere

This route uses no body frame, no rotation matrices and no complex electronic states.

**Π levels as tangent fields.** For a real unit vector $\mathbf t$ perpendicular to $\mathbf n$ define the electronic state $|\mathbf t;\mathbf n\rangle=t_x|x\rangle+t_y|y\rangle$. Because the pair transforms like $(x,y)$, this state does not depend on how the body $x$ axis is chosen. A general angular state of a Π molecule has one amplitude for $|x\rangle$ and one for $|y\rangle$ at each $\mathbf n$; together they form a complex vector field $\mathbf F(\mathbf n)$ tangent to the sphere, with scalar product $\int\mathbf F_1^*\cdot\mathbf F_2\,d\Omega$. The electronic functions at different orientations are taken as the images of one another under rotation. Any orthogonal transformation $O$ of all particle coordinates, proper or improper, then sends $|\mathbf t;\mathbf n\rangle$ to $|O\mathbf t;O\mathbf n\rangle$: $O$ is a rotation that carries $\mathbf n$ to $O\mathbf n$ combined with an operation that keeps the axis fixed, and on the latter the pair behaves as a polar vector. The field therefore transforms as

$$\mathbf F(\mathbf n)\to O\,\mathbf F(O^{-1}\mathbf n).$$

A Σ⁺ electronic state goes into itself under $O$, so its angular function is a scalar $g(\mathbf n)\to g(O^{-1}\mathbf n)$ and its levels are $Y_{JM}$ with parity $(-1)^J$. A Σ⁻ state acquires the extra factor $\det O$.

The electronic result $\langle x|\boldsymbol\mu|\Sigma^+\rangle=\mu_\perp\mathbf e_x$, $\langle y|\boldsymbol\mu|\Sigma^+\rangle=\mu_\perp\mathbf e_y$ means that the angular amplitude, a vector in space, is $\int(F_x^*\mathbf e_x+F_y^*\mathbf e_y)Y_{JM}\,d\Omega=\int\mathbf F^*Y_{JM}\,d\Omega$. For Σ–Σ it is $\int Y^*_{J'M'}\,\mathbf n\,Y_{JM}\,d\Omega$.

**The levels.** Let $\nabla=\mathbf e_\theta\partial_\theta+\mathbf e_\phi(\sin\theta)^{-1}\partial_\phi$ be the surface gradient and $\Delta=\nabla\cdot\nabla$, with $\Delta Y_{JM}=-\lambda Y_{JM}$, and $\lambda'=J'(J'+1)$. The sphere has no boundary, so $\int\nabla\cdot\mathbf G\,d\Omega=0$ for tangent fields and integration by parts leaves no surface terms. The chain rule gives $\nabla[g(O^{-1}\mathbf n)]=O(\nabla g)(O^{-1}\mathbf n)$: the map $g\to\nabla g$ commutes with all $O$. Hence $\nabla Y_{J'M'}$ transforms exactly as $Y_{J'M'}$; it has total angular momentum $J'$, projection $M'$ and parity $(-1)^{J'}$. For the cross product $O(\mathbf a\times\mathbf b)=\det O\,(O\mathbf a\times O\mathbf b)$, so $\mathbf n\times\nabla Y_{J'M'}$ has the same $J'$ and $M'$ and the opposite parity. The norms are $\int|\nabla Y|^2d\Omega=-\int Y^*\Delta Y\,d\Omega=\lambda'$, and the same for the second field, since $\mathbf n\times$ rotates a tangent vector by $\pi/2$. The normalized levels are

$$\mathbf F^{\rm e}_{J'M'}=\frac{\nabla Y_{J'M'}}{\sqrt{\lambda'}},\qquad \mathbf F^{\rm f}_{J'M'}=\frac{\mathbf n\times\nabla Y_{J'M'}}{\sqrt{\lambda'}},\qquad J'\ge1 .$$

There is no $J'=0$ level because the gradient of a constant vanishes. The fields are mutually orthogonal, since any two differ in $J'$, $M'$ or parity. They are also complete. Given a smooth tangent field $\mathbf F$, the equation $\Delta g=\nabla\cdot\mathbf F$ can be solved by expansion in $Y_{JM}$, because the right side has no $J=0$ component. Then $\mathbf G=\mathbf F-\nabla g$ is divergence-free: its flux through any closed curve on the sphere vanishes, since the curve bounds a region. The flux of $\mathbf G$ through a curve is, up to sign, the circulation of $\mathbf n\times\mathbf G$ along it, so $\mathbf n\times\mathbf G$ has no circulation on any closed curve and equals $-\nabla h$ for some function $h$. Applying $\mathbf n\times$ once more, with $\mathbf n\times(\mathbf n\times\mathbf G)=-\mathbf G$, gives $\mathbf G=\mathbf n\times\nabla h$. Expanding $g$ and $h$ in spherical harmonics expands $\mathbf F$ in the e and f fields. Each set of labels $J',M'$, parity thus occurs once, and these fields coincide, up to a phase, with the e and f combinations of the first derivation.

**Σ–Σ.** Writing the squared modulus as a double integral,

$$S_J=\iint d\Omega_1d\Omega_2\ \mathbf n_1\cdot\mathbf n_2\sum_{M'}Y^*_{J'M'}(\mathbf n_1)Y_{J'M'}(\mathbf n_2)\sum_MY_{JM}(\mathbf n_1)Y^*_{JM}(\mathbf n_2).$$

Each sum is the kernel of a projector that commutes with rotations, so it depends on $u=\mathbf n_1\cdot\mathbf n_2$ only. Placing $\mathbf n_2$ on the pole, where only $Y_{J0}=\sqrt{(2J+1)/4\pi}\,P_J(\cos\theta)$ is nonzero, gives the addition theorem: the sum is $(2J+1)P_J(u)/4\pi$. The double integral of a function of $u$ is $4\pi\cdot2\pi\int_{-1}^1du$, so

$$S_J=\frac{(2J+1)(2J'+1)}{2}\int_{-1}^1u\,P_J(u)\,P_{J'}(u)\,du .$$

The generating function $G=(1-2ut+t^2)^{-1/2}=\sum_lP_lt^l$ obeys $(1-2ut+t^2)\partial_tG=(u-t)G$. The coefficient of $t^J$ reads $(J+1)P_{J+1}-2JuP_J+(J-1)P_{J-1}=uP_J-P_{J-1}$, which is Bonnet's recurrence $(2J+1)uP_J=(J+1)P_{J+1}+JP_{J-1}$. The normalization of $Y_{l0}$ is $\int P_l^2du=2/(2l+1)$. Inserting both, the prefactor $(2J'+1)/2$ cancels the norm and what remains is the coefficient of $P_{J'}$ in the recurrence:

$$S_{\rm P}=J,\qquad S_{\rm Q}=0,\qquad S_{\rm R}=J+1 .$$

**Π, e levels.** Take a fixed unit vector $\mathbf u$ and $c=\mathbf u\cdot\mathbf n$. The surface gradient of $c$ is the tangential part of $\mathbf u$, $\nabla c=\mathbf u-\mathbf n(\mathbf u\cdot\mathbf n)$, and $c$ is a combination of $Y_{1M}$, so $\Delta c=-2c$. Since $\nabla Y'^*$ is tangent, $\mathbf u\cdot\nabla Y'^*=\nabla c\cdot\nabla Y'^*$, where $Y'=Y_{J'M'}$ and $Y=Y_{JM}$. The product rule $\Delta(ab)=a\Delta b+b\Delta a+2\nabla a\cdot\nabla b$ gives

$$\int Y\,\nabla c\cdot\nabla Y'^*\,d\Omega=\tfrac12\int Y\big[\Delta(cY'^*)-c\,\Delta Y'^*-Y'^*\Delta c\big]d\Omega=\tfrac12(-\lambda+\lambda'+2)\int Y'^*c\,Y\,d\Omega,$$

where in the first term $\Delta$ was moved onto $Y$ by two integrations by parts. The remaining integral is the $\mathbf u$ component of the Σ–Σ amplitude. For every $M$, $M'$ and polarization,

$$a^{\rm e}=\kappa\,a^{\Sigma\Sigma},\qquad\kappa=\frac{\lambda'-\lambda+2}{2\sqrt{\lambda'}} .$$

For R, $\lambda'-\lambda=2(J+1)$ and $\lambda'=(J+1)(J+2)$, so $\kappa=(J+2)/\sqrt{(J+1)(J+2)}$, $\kappa^2=(J+2)/(J+1)$ and $S_{\rm R}=\kappa^2(J+1)=J+2$. For P, $\lambda'-\lambda=-2J$ and $\lambda'=J(J-1)$, so $\kappa=-(J-1)/\sqrt{J(J-1)}$, $\kappa^2=(J-1)/J$ and $S_{\rm P}=\kappa^2J=J-1$. For $J'=J$ the Σ–Σ amplitude vanishes, so no Q line reaches an e level.

**Π, f levels.** The operator $\boldsymbol\ell=-i\,\mathbf n\times\nabla$ is the orbital angular momentum acting on functions on the sphere, so $\mathbf F^{\rm f}=i\boldsymbol\ell Y'/\sqrt{\lambda'}$ and, $\boldsymbol\ell$ being Hermitian,

$$\int\mathbf F^{{\rm f}*}Y\,d\Omega=\frac{-i}{\sqrt{\lambda'}}\,\langle J'M'|\boldsymbol\ell|JM\rangle .$$

The operator $\boldsymbol\ell$ commutes with $\boldsymbol\ell^2$, so the amplitude vanishes unless $J'=J$. Then the sum over $M'$ is a closure within the multiplet, $\sum_{MM'}|\langle JM'|\boldsymbol\ell|JM\rangle|^2=\sum_M\langle JM|\boldsymbol\ell^2|JM\rangle=(2J+1)\lambda$, and division by $\lambda$ gives $S_{\rm Q}=2J+1$ for $J\ge1$.

**Σ⁻.** For a lower Σ⁻ state the reflection $y\to-y$ now removes $\langle x|\mu_x|\Sigma^-\rangle$ and keeps $\langle x|\mu_y|\Sigma^-\rangle\equiv\mu_\perp$; the rotation by $\pi/2$, which maps $x\to y$ and $y\to-x$, gives $\langle y|\mu_x|\Sigma^-\rangle=-\mu_\perp$. Together, $\langle\mathbf t|\boldsymbol\mu|\Sigma^-\rangle=\mu_\perp\,\mathbf n\times\mathbf t$, and the amplitude is $\int(\mathbf n\times\mathbf F)^*Y\,d\Omega$. As $\mathbf n\times\mathbf F^{\rm e}=\mathbf F^{\rm f}$ and $\mathbf n\times\mathbf F^{\rm f}=-\mathbf F^{\rm e}$, the factors are unchanged while P and R reach f levels and Q reaches e levels.

**Sum rules by closure.** For a fixed polarization $\mathbf u$ the amplitude $\int\mathbf F^*\cdot\mathbf u\,Y\,d\Omega$ is the scalar product of $\mathbf F$ with the tangent field $[\mathbf u-\mathbf n(\mathbf u\cdot\mathbf n)]Y$. Summing its square over the complete set of e and f fields gives the squared norm $\int[1-(\mathbf u\cdot\mathbf n)^2]|Y|^2d\Omega$. The sum over three orthogonal $\mathbf u$ turns the bracket into $3-1=2$, and the sum over $M$ gives $2(2J+1)$. For Σ–Σ the bracket is $(\mathbf u\cdot\mathbf n)^2$, the sum over $\mathbf u$ is 1, and the total is $2J+1$. The factor $2-\delta_{0\Lambda'}$ is the number of directions in which the transition dipole can point: one along the axis, two across it.

The same argument runs downward. For one upper level of definite parity the $Y_{JM}$ of all $J$ are complete, so $\sum_{JM}|\int\mathbf F^*Y_{JM}d\Omega|^2=\int|\mathbf F|^2d\Omega=1$ for each $M'$, and

$$\sum_JS_J=2J'+1$$

for a Σ level, a Π e level and a Π f level alike. The closed forms agree: an e level decays by R($J'-1$) with $J'+1$ and P($J'+1$) with $J'$, an f level by Q($J'$) with $2J'+1$. Where $\omega$ and $\mathcal M$ can be taken as common to the lines, each upper level has the band rate $\tfrac43\alpha^3\omega^3\mathcal M^2$, independent of $J'$ and parity.

An atomic limit shows that this normalization is the physical one. Let the second nucleus be a spectator that does not disturb an atom with an s–p transition of moment $d=\langle p_z|\mu_z|s\rangle$. The p level supplies one Σ and one Π state with $\mu_\parallel=\mu_\perp=d$. Upward, the total strength from a level $J$ is $(1+2)(2J+1)d^2$, the atomic value $3d^2$ for each of the $2J+1$ spectator states. Downward, every level decays at the rate $\tfrac43\alpha^3\omega^3d^2$ of a p orbital. With factors that add up to $2J+1$ and the same $\mu_\perp$, a $p_x$ orbital would live twice as long as a $p_z$ orbital.

This answers the first decision. With $\mu_\perp=\langle\Pi_x|\mu_x|\Sigma\rangle$, or equally $|\langle\pm1|\mu_{\pm1}|\Sigma\rangle|$, the factors are $J-1$, $2J+1$, $J+2$. If the squared moment is defined as the sum over both Π components, or as $|\langle+1|\mu_x+i\mu_y|\Sigma\rangle|^2$, it equals $2\mu_\perp^2$ and must be paired with the halved factors. Only the product enters $S$. The strength is symmetric in the two levels, so the same numbers serve a band with Σ above Π when $J$ is read as the rotational number of the Σ level and $J'$ as that of the Π level; the names P and R are then exchanged.

At large $J$ the ratios P:Q:R tend to 1:0:1 and 1:2:1. A classical rotor gives the same ratios. The axis $\mathbf n$ turns in the plane perpendicular to $\mathbf J$, so a dipole along it is modulated at the rotation frequency and radiates in two equal sidebands only. Of the two transverse directions one lies in that plane and does the same, while the other lies along $\mathbf J$, does not turn, and radiates at the unshifted frequency. For $J\ge1$ the quantum factors keep this division exactly, $S_{\rm Q}=S_{\rm P}+S_{\rm R}=2J+1$; only the partition between P and R has finite-$J$ corrections.

Both derivations give the same Hönl-London factors and settle the first decision: $\mu_\perp=\langle\Pi_x|\mu_x|\Sigma\rangle$ goes with $J-1$, $2J+1$, $J+2$. It remains to compare what the derivations assume and to test, with H₂ as the example, when one value of the moment times a Franck-Condon factor can replace the radial integral.
